# How low must a vacancy barrier be for nanometre diffusion?

## Question

An oxygen vacancy in a hafnia capacitor sits at room temperature with no field across the film. Its attempt frequency is 10 THz. How low must its migration barrier be if it is to move across one nanometre within one second, and how does the answer depend on the distance, the time, the temperature and the meaning given to "across"?

## Answer

The barrier must be no higher than about 0.72 eV, or 69 kJ/mol, if the vacancy moves in hops of 0.25 nm and "across" means an rms displacement of 1 nm along the film normal. This is an upper limit, because a lower barrier gives faster motion. It is not a calculated barrier of hafnia. It is the value with which a calculated or measured barrier can be compared.

The question leaves the hop length open, and 0.25 nm is a round choice for it. The vacancy is taken as isolated, all its sites as equivalent, and successive hops as independent. Two of these choices, the hop length and the equivalence of the sites, are relaxed below.

### From barrier to hop rate

A vacancy hops when a neighbouring oxygen ion moves into the empty site. Let $x$ be the coordinate of this motion, $m$ its effective mass, and $U(x)$ its energy measured from the bottom of the well. The saddle lies at energy $E$. In thermal equilibrium, the probability density at the saddle, relative to the population of the well, is

$$\frac{e^{-E/k_BT}}{\int_{\rm well}e^{-U(x)/k_BT}\,dx}.$$

The one-way flux is this density times the integral of the velocity over the forward-moving half of the Maxwell distribution, which is normalized over both directions,

$$\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi m}} .$$

If the well is nearly harmonic, $U\approx\kappa x^2/2$, the integral over the well is $\sqrt{2\pi k_BT/\kappa}$. The rate over this one saddle is therefore

$$k=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{\kappa}{2\pi k_BT}}\;e^{-E/k_BT}
=\nu\,e^{-E/k_BT},\qquad \nu=\frac{1}{2\pi}\sqrt{\frac{\kappa}{m}} .$$

The frequency $\nu$ thus belongs to each direction separately. A vacancy with one saddle on either side leaves its site at the total rate $2k$. The derivation is classical and assumes that an ion which crosses the saddle settles in the new site. At 300 K the quantum of a 10 THz vibration, 0.041 eV, exceeds $k_BT$. Treating the harmonic vibration in the well by quantum mechanics, with $E$ still measured from the bottom of the well and tunnelling neglected, multiplies the rate by $\sinh(y)/y$ with $y=h\nu/2k_BT$. This factor is 1.11 and raises the barrier limit by only about 3 meV. An activation entropy, if there is one, multiplies the rate by a constant and can be absorbed in $\nu$.

The harmonic form is adequate here. For a cosine potential with a barrier of 0.72 eV, numerical integration over the well gives 0.991 times the harmonic rate. A rate error of one per cent changes the inferred barrier by about $0.01\,k_BT$, which is less than 1 meV.

### From hop rate to distance

Let the vacancy start at site $n=0$ of a line of sites with spacing $a$ along the film normal. In a short time $dt$ it hops to $n+1$ with probability $k\,dt$ and to $n-1$ with the same probability. The mean square therefore changes at the rate

$$\frac{d\langle n^2\rangle}{dt}=k\left\langle (n+1)^2+(n-1)^2-2n^2\right\rangle=2k ,$$

because the terms linear in $n$ cancel. With $x=na$,

$$\langle x^2\rangle=2ka^2t .$$

Comparison with $\langle x^2\rangle=2Dt$ gives the diffusion coefficient $D=ka^2$. On a cubic lattice with hops along the three axes, sideways hops leave $x$ unchanged, so the same equation holds with $k$ the rate in each of the six directions.

Setting $\langle x^2\rangle=L^2$ and writing $N=L/a$ gives the required rate,

$$k=\frac{L^2}{2a^2t}=\frac{N^2}{2t}.$$

Now $k=\nu e^{-E/k_BT}$ means $E=k_BT\ln(\nu/k)$, and hence

$$\boxed{E_{\max}=k_BT\,\ln\frac{2\nu t a^2}{L^2}=k_BT\,\ln\frac{2\nu t}{N^2}}$$

For $L=1$ nm and $a=0.25$ nm, $N=4$. The required rate is $k=16/(2\times1\ {\rm s})=8\ {\rm s^{-1}}$, and the diffusion coefficient is $5\times10^{-15}\ {\rm cm^2/s}$. At 300 K, $k_BT=0.02585$ eV, so

$$E_{\max}=0.02585\ {\rm eV}\times\ln\frac{10^{13}}{8}
=0.02585\ {\rm eV}\times27.854=0.720\ {\rm eV}.$$

The vacancy makes on average 16 hops along the normal in the second, although four would suffice if all went the same way. The mean wait between hops, about 0.06 s on the line and 0.02 s on the cubic lattice with its six directions, is enormously longer than a vibration period of $10^{-13}$ s. This makes it reasonable to treat the hops as independent.

### The same condition as an exit time

An rms displacement describes a population. One can ask instead how long a single vacancy takes, on average, to reach either of the planes $x=\pm L$ for the first time.

Let $\tau_j$ be the mean remaining time from site $j$, with $N$ an integer. The vacancy waits $1/(2k)$ on average and then goes left or right with equal probability:

$$\tau_j=\frac{1}{2k}+\frac{\tau_{j+1}+\tau_{j-1}}{2}
\quad\Longrightarrow\quad
k(\tau_{j+1}+\tau_{j-1}-2\tau_j)=-1 .$$

The boundary values are $\tau_{\pm N}=0$. Since the second difference of $j^2$ is 2, the solution is

$$\tau_j=\frac{N^2-j^2}{2k},\qquad \tau_0=\frac{N^2}{2k}.$$

Demanding $\tau_0=t$ gives $k=N^2/(2t)$, the same condition as before.

A mean time of one second is not a guarantee of arrival within one second. When the hopping equations are solved numerically with absorbing planes at $\pm L$, 63% of the vacancies have reached a plane after 1 s at the limiting barrier. The other 37% have not. The limit marks a time scale, not a sharp threshold.

### How the limit scales

The barrier enters the time exponentially, so the time enters the barrier logarithmically. At 300 K, a tenfold increase in either $\nu$ or $t$ raises the limit by

$$k_BT\ln10=0.060\ {\rm eV}.$$

A tenfold increase in $L$ at fixed $a$ lowers it by twice this amount, because $L$ enters squared. For an rms displacement of 10 nm in one second the limit is thus about $0.720-0.119=0.601$ eV.

The convention for the attempt frequency matters little. If the 10 THz were shared between the two directions, $\nu$ would be halved and the limit would fall by $k_BT\ln2=0.018$ eV. Shared among the six directions of the cubic lattice, it would fall by $k_BT\ln6=0.046$ eV.

The hop length has a similarly mild effect:

- $a=0.20$ nm: 0.71 eV
- $a=0.25$ nm: 0.72 eV
- $a=0.33$ nm: 0.73 eV
- $a=0.50$ nm: 0.76 eV

Longer hops require fewer of them and so tolerate a higher barrier.

At fixed $\nu$, $t$ and $N$, the limit is proportional to the absolute temperature. At 358 K, or 85 °C, it is 0.86 eV. Moderate heating therefore moves the limit more than a tenfold change in time does.

Read in the other direction, the same exponential makes the time very sensitive to the barrier. From $\tau_0=(N^2/2\nu)\,e^{E/k_BT}$ with $N=4$ at 300 K:

- 0.5 eV: 0.20 ms
- 0.6 eV: 9.6 ms
- 0.7 eV: 0.46 s
- 0.8 eV: 22 s
- 1.0 eV: $5.0\times10^4$ s, or about 14 hours

Each additional 0.1 eV multiplies the time by 48. An uncertainty of 0.1 eV in a calculated barrier therefore outweighs all the choices of hop length listed above.

### Other meanings of "across"

**A start at a blocking electrode.** Suppose the vacancy starts at site 0 beside an electrode it cannot enter, and must reach site $N$. At site 0 only the forward hop is possible, so $k(\tau_1-\tau_0)=-1$. Define $d_j=\tau_j-\tau_{j+1}$. Then $d_0=1/k$, and the equation for the interior sites becomes $d_j=d_{j-1}+1/k$. Hence $d_j=(j+1)/k$, and

$$\tau_0=\sum_{j=0}^{N-1}d_j=\frac{N(N+1)}{2k}.$$

For $N=4$ this requires $k=10\ {\rm s^{-1}}$, and the limit is 0.714 eV. The mean time at a given $k$ is longer than with two planes because site 0 now has one exit instead of two, so each wait there lasts twice as long on average.

**One plane in an unbounded film.** If the blocking electrode lies $M$ sites behind the starting point, the vacancy must pass from site $M$ to site $M+N$. The same differences give

$$\tau=\sum_{j=M}^{M+N-1}\frac{j+1}{k}=\frac{N(2M+N+1)}{2k}.$$

This grows without bound as $M\to\infty$. The mean time is then useless as a criterion, because rare long excursions in the wrong direction dominate it.

The probability of passage within $t$ remains well defined. After first reaching site $N$, the walk is as likely to end a given distance above it as below it. Paths that reach $N$ and end below it therefore have the same total probability as paths that end above it. If $X$ is the final site of an unrestricted walk,

$$P_{\rm pass}=P(X\ge N)+P(X>N).$$

With the distribution of $X$ obtained numerically from the hopping equations at $k=8\ {\rm s^{-1}}$, this is 0.32 after one second. About a third of the vacancies have passed a chosen plane at $+L$ at some moment in that second.

**Nearly all vacancies.** A stricter demand is that 99% reach one of the planes at $\pm L$ within $t$. Let $S_j(t)$ be the probability that a vacancy starting at $j$ has not yet reached either plane. It obeys

$$\frac{dS_j}{dt}=k(S_{j+1}+S_{j-1}-2S_j),\qquad S_{\pm N}=0,\quad S_j(0)=1 .$$

The slowest mode is $\cos(j\theta)$ with $\theta=\pi/2N$. Because $\cos[(j+1)\theta]+\cos[(j-1)\theta]=2\cos\theta\cos(j\theta)$, it decays at the rate $\lambda=2k(1-\cos\theta)$. Its initial amplitude is the projection of $S_j(0)=1$ on the mode,

$$c=\frac{\sum_{j=-N+1}^{N-1}\cos(j\theta)}{\sum_{j=-N+1}^{N-1}\cos^2(j\theta)}
=\frac{1}{N}\cot\frac{\pi}{4N}.$$

The numerator follows by multiplying the sum by $2\sin(\theta/2)$, which makes it telescope to $2\sin[(N-\tfrac12)\theta]=2\cos(\theta/2)$. The denominator is $N$, because $\cos^2(j\theta)=\tfrac12+\tfrac12\cos(2j\theta)$ and the cosines $\cos(\pi j/N)$ sum to 1 over these $2N-1$ sites.

At late times the faster modes have died away, and $S_0\approx c\,e^{-\lambda t}$. Setting this to 0.01 gives

$$kt\approx\frac{\ln(100\,c)}{2(1-\cos\theta)} .$$

For $N=4$ the required rate is $32\ {\rm s^{-1}}$, four times the earlier value, and the limit falls to 0.684 eV. Even this much stricter criterion costs less than 0.04 eV.

### Inequivalent oxygen sites

Oxygen sites in the polar phase of hafnia are not all equivalent, so a vacancy can have different energies on them. A simple model shows which barrier then counts. Let deep and shallow sites alternate along the path, with energy difference $\Delta$, a common saddle height and the same $\nu$. The rates in each direction are

$$k_d=\nu e^{-E_d/k_BT},\qquad k_s=\nu e^{-(E_d-\Delta)/k_BT}=k_d\,e^{\Delta/k_BT},$$

where $E_d$ is the barrier measured from the deep site.

At every site left and right remain equally likely, so the sequence of hops is still an unbiased walk. In the uniform chain the mean exit time was $N^2/(2k)$ and each hop took $1/(2k)$ on average; the mean number of hops is therefore $N^2$. This number depends on the sequence of directions alone and carries over. For even $N$ and a start on a deep site, every exit takes an even number of hops, half from deep sites and half from shallow ones. Thus

$$\tau=\frac{N^2}{2}\,\frac{1}{2k_d}+\frac{N^2}{2}\,\frac{1}{2k_s}
=\frac{N^2}{4k_d}\left(1+e^{-\Delta/k_BT}\right).$$

Setting $\tau=t$ and solving for $E_d=k_BT\ln(\nu/k_d)$ gives

$$E_{d,\max}=k_BT\ln\frac{4\nu t}{N^2(1+e^{-\Delta/k_BT})}
=E_{\max}+k_BT\ln\frac{2}{1+e^{-\Delta/k_BT}} .$$

For $\Delta=0$ the correction vanishes. For $\Delta\gg k_BT$ it tends to $k_BT\ln2$, because the waits on shallow sites become negligible and half the hops cost almost no time.

With a chosen $\Delta=0.2$ eV the limit is 0.738 eV from the deep site, which corresponds to 0.538 eV from the shallow one. The smaller number must not be compared with 0.72 eV. In this model a hop barrier of 0.6 eV measured from a shallow site looks low enough, but it implies 0.8 eV from the deep site, which is too high. The common saddle height is a simplification. If every second saddle is lower by 0.1 eV or more, the barrier that counts is the higher saddle measured from the deep site, and for $\Delta=0.2$ eV its limit rises to about 0.76 eV.

### How small a field counts as zero

Switching a capacitor applies a field to the film, and a film may also contain a built-in field. It is therefore useful to know when the zero-field estimate ceases to apply. Let a uniform field $F$ act on a vacancy of charge $+2e$, and define

$$u=\frac{2eFa}{k_BT},$$

the energy drop per hop in units of $k_BT$. With the saddle halfway between sites, the field lowers the forward barrier by half of this drop and raises the backward barrier by the same amount. The rates are $k_\pm=k\,e^{\pm u/2}$, and the exit times obey

$$k_+(\tau_{j+1}-\tau_j)+k_-(\tau_{j-1}-\tau_j)=-1 .$$

With $w=k_+-k_-=2k\sinh(u/2)$, a particular solution is $-j/w$. The homogeneous solutions are a constant and $(k_-/k_+)^j=e^{-ju}$, so

$$\tau_j=A+B\,e^{-ju}-\frac{j}{w}.$$

The conditions $\tau_{\pm N}=0$ read $A+Be^{-Nu}=N/w$ and $A+Be^{Nu}=-N/w$. Subtracting the second from the first gives $B=-N/[w\sinh(Nu)]$. Adding them gives $A=-B\cosh(Nu)$. Hence

$$\tau_0=A+B=\frac{N}{w}\,\frac{\cosh(Nu)-1}{\sinh(Nu)}
=\frac{N\tanh(Nu/2)}{2k\sinh(u/2)} .$$

As $u\to0$ this returns to $N^2/(2k)$. Drift becomes noticeable when the energy drop over the whole distance, $Nu\,k_BT=2eFL$, is comparable with $k_BT$. The corresponding field is

$$F=\frac{k_BT}{2eL}=0.13\ {\rm MV/cm}.$$

At this field a vacancy with the zero-field limiting barrier has a mean exit time of 0.92 s instead of 1 s. At 1 MV/cm the time is 0.22 s. The barrier that gives one second then rises from 0.720 to 0.759 eV.

So a field of 1 MV/cm speeds up the motion by a factor of 4.5 and gives it a preferred direction, yet it raises the permitted barrier by just 0.04 eV. In this model, a vacancy with a barrier of 1 eV remains far too slow to cross a nanometre in one second at room temperature, with or without such a field. To cross in one second on average, it would need a temperature of about 417 K without a field, or a field of about 10 MV/cm at 300 K, which is more than hafnia films usually withstand. This field assumes that a charge of $2e$ couples to the macroscopic field. A larger effective charge or local field lowers it in proportion; a threefold stronger coupling brings it to about 3.5 MV/cm. Within the model, faster motion at 300 K in a weak field needs a path with a lower barrier.
